\section*{Turning-point divergences and the integral of the second-order semiclassical density}

\section{A trap whose particle count seems to diverge}

Fill a three-dimensional harmonic trap with independent spin-$\tfrac12$ particles, two to an orbital, up to a chemical potential $\mu$. One would like to know the density without computing the orbitals. The Thomas-Fermi formula supplies a first answer. It depends only on the local kinetic energy $K(\mathbf r)=\mu-V(\mathbf r)$, is proportional to $K^{3/2}$, and vanishes at the turning surface $K=0$. The next term, of relative order $\hbar^2$, should improve it. Instead it contains $K^{-3/2}$, which is infinite at the turning surface and so strongly singular that its integral over space diverges. A correction meant to change the particle number slightly seems to change it by minus infinity.

Hence the belief that the $\hbar^2$ density is meaningless. It has a sound basis: near the surface the corrected density is negative, which no density can be. But the conclusion is too strong. The expansion defines the singular term as a distribution, that is, through its integrals, and these are finite. For the potential $V=\tfrac12m\omega^2r^2$ and $\mu>0$ they give
\begin{equation}
N_{\rm smooth}=\frac{\nu^3}{3}-\frac{\nu}{4},\qquad \nu=\frac{\mu}{\hbar\omega}.
\label{result}
\end{equation}
This is the smooth part of the particle number. The true number is a staircase in $\mu$, and the steps have to be treated separately.

\section{Where the singular power comes from}

Let $H=\hat p^2/2m+V$, with $V$ smooth and confining, and let $\beta$ be a positive parameter. Inserting a complete set of plane waves gives the diagonal Bloch density
\begin{equation}
C(\mathbf r,\beta)=\langle\mathbf r|e^{-\beta H}|\mathbf r\rangle
=\int\!\frac{d^3p}{(2\pi\hbar)^3}\,u,\qquad
u=e^{-i\mathbf p\cdot\mathbf r/\hbar}e^{-\beta H}e^{i\mathbf p\cdot\mathbf r/\hbar}.
\end{equation}
The plane wave shifts the momentum operator by $\mathbf p$, so $u$ obeys
\begin{equation}
-\partial_\beta u=\Big[\frac{(\mathbf p-i\hbar\nabla)^2}{2m}+V\Big]u,\qquad u(\beta=0)=1.
\end{equation}
Write $u=e^{-\beta(p^2/2m+V)}w$. The classical energy cancels, leaving
\begin{equation}
\partial_\beta w=\frac{i\hbar}{m}\big[\mathbf p\cdot\nabla w-\beta(\mathbf p\cdot\nabla V)w\big]
+\frac{\hbar^2}{2m}e^{\beta V}\nabla^2\big(e^{-\beta V}w\big).
\end{equation}
Now set $w=1+\hbar w_1+\hbar^2w_2+\dots$. At first order $\partial_\beta w_1=-(i\beta/m)\,\mathbf p\cdot\nabla V$, hence $w_1=-(i\beta^2/2m)\,\mathbf p\cdot\nabla V$. At second order, inserting $w_1$ gives
\begin{align}
\partial_\beta w_2={}&\frac{\beta^2}{2m^2}(\mathbf p\cdot\nabla)^2V-\frac{\beta^3}{2m^2}(\mathbf p\cdot\nabla V)^2
+\frac{\beta^2(\nabla V)^2-\beta\nabla^2V}{2m},\\
w_2={}&\frac{\beta^3}{6m^2}(\mathbf p\cdot\nabla)^2V-\frac{\beta^4}{8m^2}(\mathbf p\cdot\nabla V)^2
+\frac{\beta^3(\nabla V)^2}{6m}-\frac{\beta^2\nabla^2V}{4m}.
\end{align}
The momentum integral has the Gaussian weight $e^{-\beta p^2/2m}$, for which $\langle p_i\rangle=0$ and $\langle p_ip_j\rangle=m\delta_{ij}/\beta$. The term $w_1$ drops out. The coefficient of $\beta^2\nabla^2V/m$ is $\tfrac16-\tfrac14=-\tfrac1{12}$, and that of $\beta^3(\nabla V)^2/m$ is $\tfrac16-\tfrac18=\tfrac1{24}$. Therefore
\begin{equation}
C=\Big(\frac{m}{2\pi\hbar^2\beta}\Big)^{3/2}e^{-\beta V}
\Big[1-\frac{\hbar^2\beta^2}{12m}\nabla^2V+\frac{\hbar^2\beta^3}{24m}(\nabla V)^2+\dots\Big].
\label{bloch}
\end{equation}
Nothing is singular here. The singularity enters when $\beta$ is exchanged for $\mu$.

The density at zero temperature is $n_\mu(\mathbf r)=2\langle\mathbf r|\theta(\mu-H)|\mathbf r\rangle$, with the factor 2 for spin. Since $\int d\mu\,e^{-\beta\mu}\theta(\mu-E)=e^{-\beta E}/\beta$, its Laplace transform in $\mu$ is $2C/\beta$. The three terms of (\ref{bloch}) then carry $\beta^{-5/2}$, $\beta^{-1/2}$ and $\beta^{+1/2}$. For $s>0$,
\begin{equation}
\int_V^\infty d\mu\,e^{-\beta\mu}(\mu-V)^{s-1}=\Gamma(s)\,\beta^{-s}e^{-\beta V},
\end{equation}
which inverts the first two, with $\Gamma(\tfrac52)=\tfrac34\sqrt\pi$ and $\Gamma(\tfrac12)=\sqrt\pi$. The third is $\beta$ times $\beta^{-1/2}$, and multiplication by $\beta$ corresponds to differentiation with respect to $\mu$. Its inverse is thus $\pi^{-1/2}\,d(K_+^{-1/2})/d\mu$, where the subscript means zero for $K<0$. Away from the surface this derivative equals $-\tfrac12K^{-3/2}$, so we define
\begin{equation}
\operatorname{fp}K_+^{-3/2}=-2\,\frac{d}{d\mu}K_+^{-1/2}.
\label{fp}
\end{equation}
The density becomes
\begin{equation}
n_\mu=\frac{2}{\sqrt\pi}\Big(\frac{m}{2\pi\hbar^2}\Big)^{3/2}
\Big[\frac43K_+^{3/2}-\frac{\hbar^2\nabla^2V}{12m}K_+^{-1/2}
-\frac{\hbar^2(\nabla V)^2}{48m}\operatorname{fp}K_+^{-3/2}\Big].
\label{density}
\end{equation}
The belief goes wrong at this point: it reads the last symbol as an ordinary function, whereas the derivation delivered a derivative.

\section{What the derivative does at the surface}

To integrate the last term over space, the derivative in (\ref{fp}) is taken after the integration. Consider a spherical potential rising from $V(0)=0$, with $V'(r)\neq0$ at the turning radius. Use the potential value $v$ as the variable, and let $h(v)\,dv$ be the remaining integrand, including the volume element. With a cutoff $K>\epsilon$, define
\begin{equation}
J_\epsilon(\mu)=\int_0^{\mu-\epsilon}\frac{h(v)}{(\mu-v)^{1/2}}\,dv .
\end{equation}
Both the integrand and the upper limit depend on $\mu$, so
\begin{equation}
-2\frac{dJ_\epsilon}{d\mu}=\int_0^{\mu-\epsilon}\frac{h(v)}{(\mu-v)^{3/2}}\,dv
-\frac{2h(\mu-\epsilon)}{\sqrt\epsilon}.
\label{boundary}
\end{equation}
The first term diverges as $2h(\mu)/\sqrt\epsilon$ and the second cancels it. Because $h$ is smooth near $v=\mu$, replacing $h(\mu-\epsilon)$ by $h(\mu)$ changes the result only by a term of order $\sqrt\epsilon$. The limit is the Hadamard finite part.

The subtraction is therefore not a convenient deletion. When $\mu$ grows, the occupied region grows too, and the boundary term records this motion. Keeping $K^{-3/2}$ inside and forgetting the boundary differentiates only half of the expression.

Nor does the answer depend on how the cutoff is drawn. If $\delta$ is a distance from the surface, then $\epsilon=c\,\delta(1+b\delta+\dots)$ and $\epsilon^{-1/2}=(c\delta)^{-1/2}(1-\tfrac12b\delta+\dots)$. The change of variable produces half-integer powers of $\delta$ but no constant, so the finite part is unaffected. A logarithmic divergence would not have this property.

\section{The oscillator, term by term}

Measure length in $a=\sqrt{\hbar/m\omega}$, with $x=r/a$, and energy in $\hbar\omega$, with $\kappa=\nu-x^2/2$. In these units $\nabla^2V=3$ and $(\nabla V)^2=x^2$. The prefactor of (\ref{density}) is $2/[(2\pi)^{3/2}\sqrt\pi]=1/(\sqrt2\,\pi^2)$, and the angular factor $4\pi$ turns it into $2\sqrt2/\pi$. Thus
\begin{equation}
N_{\rm smooth}=\frac{2\sqrt2}{\pi}\int_0^X\!dx\,x^2\Big[\frac43\kappa^{3/2}-\frac14\kappa^{-1/2}
-\frac{x^2}{48}\operatorname{fp}\kappa^{-3/2}\Big],\quad X=\sqrt{2\nu}.
\end{equation}
The substitution $x=X\sin\theta$, for which $\kappa=\nu\cos^2\theta$, gives
\begin{align}
\int_0^X x^2\kappa^{3/2}dx&=\frac{X^6}{2\sqrt2}\,\frac{\pi}{32}=\frac{\pi\nu^3}{8\sqrt2},\\
\int_0^X x^2\kappa^{-1/2}dx&=\sqrt2\,X^2\,\frac{\pi}{4}=\frac{\pi\nu}{\sqrt2},\\
\int_0^X x^4\kappa^{-1/2}dx&=\sqrt2\,X^4\,\frac{3\pi}{16}=\frac{3\sqrt2\,\pi\nu^2}{4}.
\end{align}
The first yields the Thomas-Fermi number $\nu^3/3$. The second gives the Laplacian part, $-(2\sqrt2/\pi)(1/4)(\pi\nu/\sqrt2)=-\nu/2$. By (\ref{fp}), $-2\,d/d\nu$ of the third is $-3\sqrt2\,\pi\nu$, so the gradient part is
\begin{equation}
-\frac{2\sqrt2}{\pi}\,\frac1{48}\,(-3\sqrt2\,\pi\nu)=+\frac{\nu}{4}.
\end{equation}
The sum is (\ref{result}). The gradient part is positive although its integrand is negative throughout the interior: the boundary term outweighs the interior by a finite amount.

Take $\nu=8$, so that $X=4$. Here $h=x^4/x=x^3$, which is 64 at the surface. Numerical quadrature of the gradient term up to $\kappa=\epsilon$ gives $-22.05$, $-238.09$ and $-2398.84$ particles for $\epsilon=10^{-2}$, $10^{-4}$ and $10^{-6}$. Adding the boundary term in its limiting form $-2h(\mu)/\sqrt\epsilon$, with the same prefactor, turns these into $1.9550$, $1.9955$ and $1.9995$. The distance from $\nu/4=2$ shrinks tenfold when $\epsilon$ shrinks a hundredfold, as a remainder of order $\sqrt\epsilon$ must. With the Laplacian part, $-4$, the correction is $-2$ particles.

\section{The same number without a singular integral}

The total correction can be found for any smooth confining potential without a finite part. The divergence of $e^{-\beta V}\nabla V$ integrates to zero over all space, so
\begin{equation}
\beta\int(\nabla V)^2e^{-\beta V}d^3r=\int\nabla^2V\,e^{-\beta V}d^3r .
\end{equation}
In the integral of (\ref{bloch}) the gradient term thus equals $-\tfrac12$ times the Laplacian term, and the two combine with coefficient $-\tfrac1{12}+\tfrac1{24}=-\tfrac1{24}$:
\begin{equation}
N_2=-\frac{2}{\sqrt\pi}\Big(\frac{m}{2\pi\hbar^2}\Big)^{3/2}\frac{\hbar^2}{24m}\int\nabla^2V\,K_+^{-1/2}\,d^3r .
\end{equation}
This integral converges if $\nabla V\neq0$ on the turning surface. For the oscillator it is half of the Laplacian part, $-\nu/4$, in agreement with the finite part.

\section{What the spectrum says}

The levels provide a judge that knows nothing of turning points. Shell $j=0,1,2,\dots$ has energy $e=j+\tfrac32$ in units of $\hbar\omega$ and holds $(j+1)(j+2)=e^2-\tfrac14$ particles. With $b=\beta\hbar\omega$, the Laplace transform of the particle number in $\nu$ is
\begin{equation}
\frac{2}{b\,[2\sinh(b/2)]^3}=\frac{2}{b^4}\Big(1-\frac{b^2}{8}+O(b^4)\Big)=\frac2{b^4}-\frac1{4b^2}+O(b^0).
\end{equation}
The first two terms invert to $\nu^3/3-\nu/4$. The rest are non-negative even powers of $b$, because $\sinh$ is odd. They invert to a delta function at $\nu=0$ and its derivatives. For $\nu>0$ no later term of the expansion changes (\ref{result}).

The expansion in $b$ misses the steps. Poisson summation over the half-integers $e$ restores them:
\begin{align}
N-N_{\rm smooth}&=2\sum_{k=1}^\infty(-1)^k\int_0^\nu\big(e^2-\tfrac14\big)\cos(qe)\,de\\
&=2\sum_{k=1}^\infty(-1)^k\Big[\frac{(\nu^2-\frac14)\sin q\nu}{q}+\frac{2\nu\cos q\nu}{q^2}-\frac{2\sin q\nu}{q^3}\Big],
\end{align}
with $q=2\pi k$. The point $e=\tfrac12$, which is not a level, has weight zero and does no harm. At integer $\nu$, midway between shells, the sines vanish and $\sum(-1)^k/k^2=-\pi^2/12$ leaves $-\nu/12$.

For $\nu=8$ seven shells are filled and $N=7\cdot8\cdot9/3=168$. The account reads
\begin{equation}
170.667-2.000-0.667=168.000 ,
\end{equation}
for the Thomas-Fermi number, the $\hbar^2$ correction and the shell remainder. At $\nu=8.3$ the count is still 168, while the smooth number is $188.52$; the oscillation is now $-20.52$, far larger than the $\hbar^2$ term. Comparing (\ref{result}) with a single staircase value therefore does not settle whether the correction is right.

Temperature removes the steps. Let $\tau=k_BT/\hbar\omega$. The Fermi function is an average of step functions,
\begin{equation}
\frac1{e^{(e-\nu)/\tau}+1}=\int d\nu'\,g(\nu'-\nu)\,\theta(\nu'-e),\qquad
g(y)=\frac1{4\tau\cosh^2(y/2\tau)} .
\label{thermal}
\end{equation}
Averaging damps an oscillation $e^{iq\nu'}$ by $\pi q\tau/\sinh(\pi q\tau)$, which for $k=1$ is about $4\pi^2\tau\,e^{-2\pi^2\tau}$. Since $\langle y^2\rangle=\pi^2\tau^2/3$, the average of $\nu'^3/3$ is $\nu^3/3+\pi^2\tau^2\nu/3$, up to terms of order $e^{-\nu/\tau}$. Subtracting this from the explicit sum over levels at $\tau=1$ leaves $-1.9994$ for $\nu=8$ and $-5.0000$ for $\nu=20$. The prediction $-\nu/4$ is $-2$ and $-5$. The small excess at $\nu=8$ comes from the tail of $g$ at $\nu'<0$, where there are no particles: removing the polynomial there adds $(2\tau^3-\tau/4)e^{-\nu/\tau}$, or about $0.0006$.

\section{A second moment}

A correct particle number could hide a wrong distribution in space, so consider the potential energy, with the extra factor $x^2/2$. The Laplacian part is
\begin{equation}
-\frac{2\sqrt2}{\pi}\,\frac14\,\frac12\,\frac{3\sqrt2\,\pi\nu^2}{4}=-\frac{3\nu^2}{8}.
\end{equation}
For the gradient part, $\int_0^Xx^6\kappa^{-1/2}dx=\sqrt2X^6(5\pi/32)=5\sqrt2\,\pi\nu^3/4$, and $-2\,d/d\nu$ of this is $-15\sqrt2\,\pi\nu^2/2$. Multiplication by $-(2\sqrt2/\pi)(1/48)(1/2)$ gives $+5\nu^2/16$. The total is $-\nu^2/16$, which is $-4\,\hbar\omega$ at $\nu=8$.

The spectrum agrees. The smooth energy is $\int e\,dN_{\rm smooth}=\nu^4/4-\nu^2/8$ plus a constant independent of $\nu$. In each oscillator eigenstate the potential energy is half the total, by the virial theorem, so its $\hbar^2$ part must be $-\nu^2/16$.

\section{Where the belief is right}

As a function of position at zero temperature, the corrected density does fail near the surface. For $\nu=8$, the exact density of the seven filled shells compares as follows, in units of $a^{-3}$:
\begin{center}
\begin{tabular}{cccc}
$r/R$ & exact & Thomas-Fermi & with $\hbar^2$ term\\
0.50 & 1.4016 & 1.4039 & 1.3962\\
0.90 & 0.1416 & 0.1790 & 0.1542\\
0.99 & 0.0339 & 0.0061 & $-0.4073$
\end{tabular}
\end{center}
Here $R=4a$ is the turning radius. At $0.90R$ the correction helps, although the omitted $\hbar^4$ term, $+0.017$, is already comparable to the $\hbar^2$ term, $-0.025$. At $0.50R$ it makes the value slightly worse; the density at zero temperature also has an oscillating part, which the smooth expansion omits, so improvement at each point is not promised. At $0.99R$ the result is absurd.

The width of the bad layer follows from equating the first and last terms of (\ref{density}): $\tfrac43\kappa^{3/2}=x^2\kappa^{-3/2}/48$, or $\kappa^3=x^2/64$. With $x\approx4$ this gives $\kappa\approx0.63$ and, since the slope of the potential is 4, a depth of about $0.16a$. The zero of the full expression, found numerically, lies $0.18a$ inside $R$. In general the depth scales as $(\hbar^2/m|\nabla V|)^{1/3}$, the length over which a wave function turns from oscillation to decay. These depths mark only where the correction cancels the leading term. The expansion fails earlier: at $\nu=8$ the correction stops improving on Thomas-Fermi about $0.29a$ inside $R$, and the $\hbar^4$ term overtakes the $\hbar^2$ term about $0.36a$ inside. Over a layer of this order the local expansion has to be replaced by a treatment of the edge.

Averaging over $\mu$ shows how the same object can be sound. By (\ref{thermal}) and (\ref{fp}), after an integration by parts, the thermal average of the singular factor is
\begin{equation}
2\int_{x^2/2}^\infty\frac{g'(\nu'-\nu)}{(\nu'-x^2/2)^{1/2}}\,d\nu'
=4\int_0^\infty g'\big(\tfrac12x^2+z^2-\nu\big)\,dz ,
\end{equation}
where $\nu'=x^2/2+z^2$. This is finite at every radius. At $\tau=0.5$ and $\nu=8$, ordinary quadrature of the averaged $\hbar^2$ density over all space gives $-2.0000$ particles, with no cutoff and no subtraction.

At higher temperature the local values are good as well, except far out in the tail. For $\tau=2$, at the turning radius itself, summing the oscillator orbitals gives $0.27020\,a^{-3}$. Thomas-Fermi theory at that temperature gives $0.27482$, and the $\hbar^2$ term lowers this to $0.26984$. The error falls from 1.7\% to 0.13\% of the exact value. Over 25 equally spaced radii from 0 to $6a$, the largest error falls from $0.0106$ to $0.0004\,a^{-3}$. Farther out the relative error of the corrected density grows, to about 2\% at $8a$ and 7\% at $10a$, against 23\% and 36\% for Thomas-Fermi.

For a sense of scale, $\hbar\omega=10$ meV and the free-electron mass give $a=2.76$ nm, so $\nu=8$ means $\mu=80$ meV and $R=11.0$ nm. Interactions are left out throughout.

The finite-part reading has its own conditions. The derivation assumed a potential that is smooth in the allowed region and a gradient that does not vanish on the turning surface. These conditions are sufficient but not always necessary. In three dimensions the correction to the particle number stays finite when $\mu$ reaches an isolated saddle or maximum of $V$; it diverges logarithmically when $\mu$ reaches the top of a barrier that extends over a whole sphere with nonzero radial curvature, while for a quartic top it stays finite. For a Coulomb potential the gradient term, with the volume element, behaves as $r^{-1/2}$ at the nucleus and can be integrated against a smooth weight, but its contribution to the potential energy, with weight $1/r$, diverges there. The rule also covers linear quantities, $\int f(\mathbf r)\,n\,d^3r$ with smooth $f$. It does not extend to $n^{5/3}$ with the whole singular density inserted: a finite part can be formed by hand, but (\ref{fp}) does not define a power of the distribution. Within these limits, the infinity at the turning surface signals that a distribution has been read as a function.
